Electrode charge fluctuations and the empty-capacitor term at constant potential, part 2

An electrolyte fills the slit between two metal electrodes held at a fixed potential difference V, right minus left. The problem is to find the capacitance C = d⟨Q⟩/dV from fluctuations of the right electrode's charge Q, with electrode charges that either fluctuate thermally or are minimised for each ion configuration r. Charges are in e, potentials in volts, energies and kT in eV, capacitances in e/V; β = 1/kT.

The energy is

U(r,q) = ½ qᵀAq + qᵀb(r) + u(r).

Here q holds the charges of the M electrode atoms, A is their interaction matrix, b the ions' potential at the atoms, and u the ions' own energy. The assumptions are that q is classical, ions and electrodes are each neutral as a whole, A does not depend on r, and δᵀAδ > 0 for every nonzero neutral δ.

The vector d marks the right electrode's atoms, the columns of N are an orthonormal basis of the neutral vectors, H = NᵀAN and S = N H⁻¹ Nᵀ. Minimising U − VQ at fixed r gives the charge

Q* = C₀V + P(r),

C₀ = dᵀSd,  P(r) = −dᵀS b(r),

where C₀ is the capacitance without ions, and the energy

U_eff(r;V) = u(r) − ½ bᵀSb − VP(r) − ½C₀V².

In part (c), the scatter Ny of q about its minimum gave the factor

∫dy exp(−½β yᵀHy) = (2πkT)^((M−1)/2) / √(det H),

the same for every r, so p(r) ∝ exp[−βU_eff(r;V)]. The variance of Q at fixed r is kT C₀, hence

C = β var(Q) = C₀ + β var(Q*).

Part (e) confirmed this by full integration over the electrode charges of a small cell.

For nearly smooth planar electrodes of area 𝒜, normal to z, part (f) gave the dipole form

P = −M_z/L_eff,

L_eff = ε𝒜/C₀,

with M_z = Σ_i Q_i z_i for ions of charge Q_i, and ε = ε₀ε_r, where ε_r is the solvent's relative permittivity.

**(g) The term C₀ is the capacitance of the "empty" cell. Empty of what? Treat the solvent once as a background and once as sampled matter.**

Solution. Consider a slit of thickness L and area 𝒜 without ions, filled by a linear dielectric of susceptibility χ = ε_r − 1. Its vacuum capacitance is C_v = ε₀𝒜/L. Let p be the polarisation of the dielectric multiplied by 𝒜. The field between the plates comes from the charge Q − p, and its energy is (Q − p)²/(2C_v). Polarising the medium costs p²/(2χC_v). Together,

U = [(Q − p)² + p²/χ]/(2C_v).

First let p be sampled, as molecular dipoles would be, and minimise over Q alone. The condition (Q* − p)/C_v = V gives

Q* = C_vV + p.

Substituting this into U − VQ,

U_eff = ½C_vV² + p²/(2χC_v) − V(C_vV + p)
= p²/(2χC_v) − Vp − ½C_vV².

This is Gaussian in p, with variance kTχC_v. Hence

β var(Q*) = χC_v = (ε_r − 1)C_v.

The term to be added is the vacuum value C_v, and the total is ε_rC_v, the capacitance of the filled slit. Numerical summation over Q and p for ε_r = 78.4 gives 78.4 for the full fluctuations and 77.4 for the minimised ones, in units of C_v.

Now treat the solvent as a background, which means minimising over p as well. From −(Q − p) + p/χ = 0 it follows that p = χQ/(1 + χ) and Q − p = Q/(1 + χ). The energy becomes

U = Q²(1 + χ)/[2C_v(1 + χ)²] = Q²/(2ε_rC_v).

The capacitance at minimised charge is then ε_rC_v, and no fluctuation is left. The total is the same in both descriptions, but its division is not. The term C₀ contains the response of everything that has been eliminated by minimisation, and "empty" means empty of the sampled particles. An implicit solvent belongs to C₀. If solvent molecules with fixed charges are sampled, C₀ is the vacuum value. If the molecules also have an electronic polarisation that is eliminated by minimisation, its response belongs to C₀ as well.

**(h) What changes if the matrix A depends on the configuration?**

Solution. This happens, for example, if the electrode atoms move, or if the electrolyte particles carry induced dipoles that have been eliminated. Then H and C₀ depend on r, and the Gaussian integral of part (c) leaves a factor that does not cancel:

p_full(r) ∝ [det H(r)]^(−1/2) exp(−βU_eff).

The separation of the variance still holds at each r, which gives

C = ⟨C₀(r)⟩ + β var(Q*), with averages over p_full.

Sampling with minimised charges uses exp(−βU_eff) without the determinant. The slope of its mean charge has the same form, with averages over its own distribution, but this is the capacitance of a different ensemble.

A model with two states and a single charge shows the difference. In units with kT = 1, let state j have the energy ½a_jQ² + b_jQ + u_j, with a = (1, 4), b = (0.5, −0.3), u = (0, 0.2), and let V = 0.3. Here det H is simply a_j. Direct integration over Q gives a slope of 0.804, and the formula with the determinant gives the same. Without the determinant the result is 0.688, which is 14 % lower. Adding C₀ to the fluctuations does not repair this difference.

**(i) Find the capacitance of a 4 nm slit with a divalent electrolyte, and explain how it depends on voltage.**

Solution. The cell repeats every 1.5 nm along the electrodes, so its area is 2.25 nm². Each electrode has 25 atoms at a spacing of 0.30 nm, with charge clouds of standard deviation 0.05 nm. Two divalent cations and two divalent anions occupy different sites of a 3 × 3 × 7 lattice of pitch 0.5 nm, whose layers lie between z = 0.5 and 3.5 nm. Water is a background with ε_r = 78.4, and the temperature is 298.15 K. The salt concentration, counted in ion pairs, is 0.37 mol/L.

The number of configurations is

(63·62/2)(61·60/2) = 1953 × 1830 = 3 573 990,

and all of them are summed, so there is no sampling error and the correlations between the ions are retained. A cation and an anion one pitch apart attract with 5.7 kT, before the periodic images and the metal are counted, so correlations cannot be treated as a small correction.

Without ions the cell has C₀ = 2.452 e/V, or 17.46 µF/cm², and L_eff = 3.975 nm. The dipole form of part (f) holds at the ion sites to about 10⁻⁶ e per unit ion charge. At V = 0 the root-mean-square minimised charge is 0.2781 e. Therefore

β var(Q*) = 0.2781²/0.025693 = 3.010 e/V.

The conversion factor is 17.462/2.4522 = 7.121 µF/cm² per e/V, so the fluctuation term is 21.44 µF/cm² and

C = 17.46 + 21.44 = 38.90 µF/cm².

The minimised fluctuations alone would miss 45 % of the capacitance of this periodic cell. The value per area still changes strongly with the width of the cell, as part (j) shows. At other voltages:

| V (V) | ⟨Q⟩/𝒜 (µC/cm²) | β var(Q*)/𝒜 (µF/cm²) | C/𝒜 (µF/cm²) |
|---|---|---|---|
| 0 | 0 | 21.44 | 38.90 |
| 0.2 | 14.55 | 24.69 | 42.15 |
| 0.4 | 28.43 | 1.00 | 18.47 |
| 0.8 | 35.46 | 0.01 | 17.47 |
| 1.2 | 42.45 | 0.00 | 17.46 |

The last column is the finite-difference slope of the mean charge. It agrees with C₀ + β var(Q*) within 2 parts in 10⁴ at each voltage. This comparison tests the fluctuation term, since C₀V enters the mean charge directly; the formula for C₀ was tested on the small cell by the full integration in part (e).

The rows are too far apart to show the whole curve. The average of C between two rows is the difference of the charges divided by the difference of the voltages. It is 14.55/0.2 = 73 µF/cm² between 0 and 0.2 V, and (28.43 − 14.55)/0.2 = 69 µF/cm² between 0.2 and 0.4 V. Both averages exceed the values of C at the ends of their intervals, so C passes through a maximum in each interval and is lower at 0.2 V, between them.

The final fall to C₀ follows from the fixed number of ions. The largest P occurs with both anions in the layer next to the right electrode and both cations in the layer next to the left one, 3.0 nm apart:

P_max = 2 × 2 × 3.0/3.975 = 3.02 e, or 21.5 µC/cm².

As V grows, the factor exp(βVP) concentrates the weight on these configurations. They share the same P, apart from the very small deviation from the dipole form, so var(P) tends to zero and C tends to C₀. At 1.2 V the packed state predicts

17.46 × 1.2 + 21.5 = 42.5 µC/cm²,

in agreement with the table. Here the fluctuations of Q* indicate almost no capacitance, although the cell still takes up 17.46 µC/cm² for each additional volt. If the incomplete formula is integrated from 0 to 1.2 V, it gives ⟨P⟩, which is 21.5 µC/cm², about half of the charge present.

A finer scan puts the maxima near 0.10 V and 0.27 V, with heights of about 129 and 154 µF/cm². The heights depend on the ion lattice: with the half pitch described in part (j) the maxima lie near 0.10 V and 0.28 V, with heights of about 105 and 148 µF/cm². They mark the separation of the two ion pairs one after the other. Count a cation and an anion as bound when they are less than 0.71 nm apart. At V = 0 both pairs are bound with probability 0.85. At 0.2 V this has fallen below 0.01, and the most common state, with probability 0.53, has one bound pair and two free ions; most of the rest are clusters of three ions. At 0.4 V practically all ions are free. The mean of P at 0.2 V fits this picture: it is (14.55 − 0.2 × 17.46)/7.121 = 1.55 e, close to half of P_max. The shape of the curve depends on the size of the cell. With four ion pairs on 4.00 nm², Monte Carlo sampling in steps of 0.03 V gives between about 60 and 90 µF/cm² from 0 to 0.36 V, without the deep minimum near 0.2 V. The curve still oscillates there, with four lower maxima in this range.

**(j) How far can these numbers be carried over to a real cell?**

Solution. The parameters are in the rough range of an aqueous solution of a divalent salt, a few tenths molar, between metal films, at voltages where the electrodes are taken to pass no reaction current. The highest voltage, 1.2 V, is just below the thermodynamic decomposition voltage of water. The double-layer capacitance of one metal surface in aqueous salt is, roughly, some tens of µF/cm², and two such surfaces in series give half of that. The 39 µF/cm² found here for the whole cell is therefore high.

Among the microscopic assumptions sized here, two move the number most: that water keeps its bulk permittivity up to the wall, and that the metal screens perfectly at its surface. Suppose that 0.3 nm of water at each wall has a relative permittivity of about 6, a rough value. With ε₀ = 0.885 µF nm/cm², and with the added layers treated as capacitors in series,

1/C = 1/38.90 + 2 × 0.3 × (1/6 − 1/78.4)/0.885,

which gives C = 7.7 µF/cm². If instead the field penetrates 0.05 nm into each metal, again a rough value, the added term is 2 × 0.05/0.885 and C = 7.2 µF/cm². Each estimate is made without the other. Adding in series is only approximate in so small a cell: if the ion distribution is recomputed with the correspondingly longer L_eff, the two values become 7.1 and 6.7 µF/cm². In a real metal the electrons also spill out beyond the surface atoms, which acts in the opposite direction to field penetration and is not included.

Dielectric saturation is a small effect at low voltage but not at high voltage. A lower permittivity raises the field that belongs to a given electrode charge, so the two must be found together. An estimate with independently orienting dipoles, whose strength is matched to the zero-field permittivity, gives at the charge tabulated for 0.2 V a wall field of 2.2 MV/cm and ε_r of about 75. At the charge tabulated for 1.2 V it gives about 11 MV/cm and ε_r of about 43. The differential capacitance depends on how the displacement changes with the field, and this corresponds to a permittivity of only about 14 there. The constant ε_r = 78.4 therefore makes the high-voltage rows of the table too large for real water.

The lateral size of the cell is a serious limitation. A cell of 1.00 nm² with one ion pair gives 18.9 µF/cm² at V = 0, about half of the value above. The gap, lattice pitch, temperature and permittivity were held fixed, but the ion density is 12 % higher and the electrode atoms are 0.25 nm apart. A wider cell of 4.00 nm² with four ion pairs, which has the same ion density as the 1.00 nm² cell, gives about 65 µF/cm² by Monte Carlo sampling. The capacitance per area is thus still rising strongly with the width of the cell. The lattice of ion positions matters too. With half the pitch, 0.25 nm, and the same closest approach of 0.5 nm between ions, Monte Carlo sampling of the 2.25 nm² cell gives about 46 µF/cm² at V = 0. The value of 39 µF/cm² is therefore not converged and should not be read as a property of the solution. A real slit would also exchange ions with a reservoir. The packing at high voltage is a consequence of the fixed number of ions, and its size in an open slit was not computed.

The relation between C, C₀ and the fluctuations does not depend on these choices, so long as the assumptions of the first half hold. The importance of the correction does. For this slit with explicitly sampled water molecules of fixed charges, the term to be added is

C₀ = 17.46/78.4 = 0.22 µF/cm².

Against a total of order 10 µF/cm² this is about 2 %. It grows as 1/L_eff when the gap is narrowed, and it dominates wherever the sampled particles can no longer respond. Further digits of the tabulated values are in the numerical output. The wall fields printed there are calculated with the constant ε_r = 78.4, so they are lower than the self-consistent fields given above, and the permittivities printed beside them are higher.

Computed values

```
temperature 298.15 K, kT = 25.693 meV
relative permittivity of implicit water 78.4
slit gap 4.0 nm, cell area 2.25 nm^2, pitch 0.5 nm
electrode atoms 50, Gaussian std 0.05 nm
ion valence 2, ion pairs 2, concentration 0.369 mol/L
ion configurations enumerated 3573990
cation-anion energy at one pitch 5.72 kT
kernel: image sum 0.973972, formula 0.973972 1/nm
SMALL CELL, all electrode charges integrated, V = 0.1 V
  slope of mean charge        1.63232 e/V
  full variance / kT          1.63232 e/V
  minimised variance / kT     0.63241 e/V
  empty-cell term C0          0.99991 e/V
  minimised variance/kT + C0  1.63232 e/V
DIELECTRIC SLAB, in units of its vacuum capacitance
  full 78.4000, minimised 77.4000
TWO-STATE MODEL, stiffness depends on state, kT = 1
  direct slope 0.80378, with determinant 0.80378
  without determinant 0.68812
MAIN CELL
  C0 = 2.4522 e/V per cell = 17.462 uF/cm^2
  effective gap L_eff = 3.9754 nm
  deviation from dipole form 1.3e-06 e per unit ion charge
  rms charge at 0 V: minimised 0.2781 e
  rms charge at 0 V: full 0.3747 e
  V (V) | <Q>/area (uC/cm^2) | var(Qmin)/kT | C (uF/cm^2) | C0/C
  0.0 | -0.000 | 21.4406 | 38.903 | 0.4489
  0.2 | 14.552 | 24.6855 | 42.149 | 0.4143
  0.4 | 28.428 | 1.0044 | 18.466 | 0.9456
  0.8 | 35.463 | 0.0065 | 17.468 | 0.9996
  1.2 | 42.448 | 0.0001 | 17.462 | 1.0000
  C0 if water were sampled too 0.2227 uF/cm^2
NEGLECTED EFFECTS (rough)
  C at 0 V in the model 38.90 uF/cm^2
  with 0.3 nm wall water, eps 6.0: 7.69 uF/cm^2
  with 0.05 nm metal screening: 7.21 uF/cm^2
  wall field at 0.2 V: 2.10 MV/cm, saturated eps 75.3
  wall field at 1.2 V: 6.12 MV/cm, saturated eps 59.7
  smaller cell, 1 pair per 1.00 nm^2: C at 0 V 18.90 uF/cm^2
```
